# Field-independent resonance signals in the Kaplan–Solomon–Mott pair model

In the simplest description, recombination at a defect depends on the relative orientation of two spins, but not on which way the pair as a whole points. This restricts how a magnetic field can enter a resonance signal. Let $\Pi=P_aP_b$ be the product of the polarizations with which spins $a$ and $b$ enter a pair. Suppose that loss and resonant flipping distinguish only parallel from antiparallel pairs. The polarizations then enter only through the fraction of pairs born parallel,

$$
f=\frac{1+P_a}{2}\frac{1+P_b}{2}+\frac{1-P_a}{2}\frac{1-P_b}{2}=\frac{1+\Pi}{2}.
$$

Let $K_p$ and $K_a$ be the loss rates of parallel and antiparallel pairs, with $\Delta=K_a-K_p$ and $S=K_a+K_p$. Exchanging the names of the two classes changes the signs of both $\Delta$ and $\Pi$, but leaves the total number of pairs unchanged. The rate equations are linear in their source, so the signal is linear in $\Pi$. It vanishes at $\Delta=0$, where flipping a spin does not alter a pair's lifetime. For pair formation rate $G$, the resonant change of recombination must therefore have the form

$$
\frac{\Delta R}{G}=\alpha\,\Delta^2+\beta\,\Pi\Delta ,
$$

where $\alpha$ and $\beta$ are even functions of $\Delta$. Weak thermal polarizations are each proportional to the field $B$, so $\Pi\propto B^2$. Symmetry permits that term, but it also permits a term that needs no polarization. The pair kinetics determine both coefficients.

Take spin $a$ to be a carrier trapped near an interface and spin $b$ the unpaired electron of a defect. In the Kaplan–Solomon–Mott model they form an exclusive pair: neither changes partner until the pair recombines or dissociates. The recombination rate is $r_S$ from the singlet and $r_T$ from each triplet state, and the dissociation rate is $d$. If both electrons end in one orbital they must form a singlet, which favours $r_S>r_T$, but the derivation does not require it. Here $R$ counts recombination events of pairs, not the current of a device.

With $\hbar=1$, the pair density matrix obeys

$$
\dot\rho=-i[H,\rho]-\tfrac12(\hat K\rho+\rho\hat K)+\mathcal D\rho+G\rho_0,
\qquad \hat K=r_SP_S+r_TP_T+d .
$$

$P_S$ and $P_T$ project on singlet and triplet, $\rho_0$ describes newly formed pairs, and $\mathcal D$ describes dephasing of each spin at rate $\gamma$. The singlet is $(|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle)/\sqrt2$. Its weight is zero in either parallel state and one half in either antiparallel product state. Hence

$$
K_p=r_T+d,\qquad K_a=\frac{r_S+r_T}{2}+d,\qquad
\Delta=\frac{r_S-r_T}{2}.
$$

Using these rates requires the coherence $z=\rho_{\uparrow\downarrow,\downarrow\uparrow}$ to be unimportant. The off-diagonal element of $\hat K$ is $-(r_S-r_T)/2=-\Delta$. Let $N_a$ be the number of antiparallel pairs and $\Delta\omega$ the difference of the two Larmor frequencies. Without drive and with equal antiparallel populations,

$$
\dot z=-(i\Delta\omega+K_a+2\gamma)z+\frac{\Delta}{2}N_a .
$$

In the steady state this coherence changes the antiparallel loss from $K_aN_a$ to $K_aN_a-2\Delta\,\mathrm{Re}\,z$. The effective loss rate is therefore

$$
K_a-\frac{\Delta^2(K_a+2\gamma)}{\Delta\omega^2+(K_a+2\gamma)^2}.
$$

The correction is small if the Larmor difference, or the dephasing, mixes singlet and triplet fast enough compared with pair loss. If the Larmor difference does this mixing, an exchange term $J\,\mathbf S_a\cdot\mathbf S_b$ must also satisfy $|J|\ll|\Delta\omega|$, so that the antiparallel eigenstates remain close to product states.

Now let a microwave field drive spin $a$. In the frame rotating with the drive, and after dropping the counter-rotating part, its Hamiltonian is $\delta S_{az}+\omega_1S_{ax}$. Here $\delta$ is the detuning and $\omega_1$ the Rabi frequency. For a fixed orientation of $b$, let $n_1$ and $n_2$ be the populations with $a$ up and down. Their coherence obeys

$$
\dot\rho_{12}=-(\Gamma+i\delta)\rho_{12}+\frac{i\omega_1}{2}(n_1-n_2),
\qquad \Gamma=\frac S2+\gamma .
$$

The term $S/2$ is the mean loss rate of the two states, one parallel and one antiparallel. In the steady state,

$$
\rho_{12}=\frac{i\omega_1}{2}\frac{n_1-n_2}{\Gamma+i\delta},
\qquad
\mathrm{Im}\,\rho_{12}=\frac{\omega_1}{2}\frac{\Gamma(n_1-n_2)}{\Gamma^2+\delta^2}.
$$

The drive contributes $-\omega_1\,\mathrm{Im}\,\rho_{12}$ to $\dot n_1$. This has the form $-w(n_1-n_2)$, with

$$
w=\frac{\omega_1^2\,\Gamma}{2(\Gamma^2+\delta^2)} .
$$

Weak exchange shifts the transition of $a$ by $+J/2$ when $b$ is up and by $-J/2$ when $b$ is down. At the centre of the line both transitions still have the same $w$, because only $\delta^2$ enters. Away from the centre the two rates differ if $J\ne0$, and the two-class equations below no longer close.

Each flip of $a$ turns a parallel pair into an antiparallel one or the reverse. With $N_p$ parallel pairs, the steady balances without spin-lattice relaxation are

$$
Gf=(K_p+w)N_p-wN_a,\qquad
G(1-f)=(K_a+w)N_a-wN_p .
$$

The determinant of these equations is

$$
Q=(K_p+w)(K_a+w)-w^2=K_pK_a+wS .
$$

Solving them gives

$$
N_p=\frac{G(fK_a+w)}{Q},\qquad
N_a=\frac{G[(1-f)K_p+w]}{Q}.
$$

Every pair formed must eventually leave, either by recombination or by dissociation, so $R=G-d(N_p+N_a)$. Define

$$
M=fK_a+(1-f)K_p=\frac{S+\Pi\Delta}{2}.
$$

Then

$$
R(w)=G-Gd\,\frac{M+2w}{Q},\qquad
R(0)=G-Gd\,\frac{M}{K_pK_a}.
$$

Subtracting the value off resonance from that on resonance gives

$$
\Delta R=Gd\,\frac{MQ-(M+2w)K_pK_a}{K_pK_aQ}
=Gdw\,\frac{MS-2K_pK_a}{K_pK_aQ}.
$$

Since $S^2-4K_pK_a=\Delta^2$, the last numerator is

$$
MS-2K_pK_a=\frac{S^2-4K_pK_a+\Pi\Delta S}{2}
=\frac{\Delta(\Delta+\Pi S)}{2}.
$$

The resonant change is therefore

$$
\boxed{\Delta R=\frac{Gdw\,\Delta(\Delta+\Pi S)}
{2K_pK_a(K_pK_a+wS)}}
$$

This has the form required by symmetry. At $\Pi=0$ it remains positive for either order of $r_S$ and $r_T$, provided that they differ and that $d$ and $w$ are positive. Pairs are then born equally in both classes, but the longer-lived class accumulates. Off resonance the population ratio is $N_p/N_a=K_a/K_p$. Resonance moves the surplus into the class that recombines faster. Loss itself prepares the population difference, so thermal polarization is not needed.

At fixed $w$, the first term is independent of field and the second grows as $B^2$ while the polarizations are weak. Their ratio is $\Pi S/\Delta$. A quadratic law can thus reappear when the two loss rates are nearly equal, $|\Delta|\ll\Pi S$, although the signal is then small. If $r_T>r_S$, then $\Delta<0$, and a positive $\Pi$ larger than $|\Delta|/S$ makes the signal negative.

For random pair formation, strong driving gives

$$
\Delta R_{\rm sat}=\frac{Gd\Delta^2}{2K_pK_aS},\qquad
\frac{\Delta R}{\Delta R_{\rm sat}}=\frac{w}{w+w_{1/2}},\qquad
w_{1/2}=\frac{K_pK_a}{S}.
$$

If $d=0$ while both recombination rates are positive, every pair recombines sooner or later and resonance cannot change the steady count. Dissociation makes lifetime matter, because a pair that waits longer is more likely to separate. The limit $d\to0$ is different if $r_T=0$: parallel pairs then have no other exit, and $K_p$ vanishes together with $d$.

Consider round model parameters $r_S=1$, $r_T=0.02$ and $d=0.2\ \mathrm{ms^{-1}}$. They give $K_p=0.22$, $K_a=0.71$, $\Delta=0.49$ and $S=0.93\ \mathrm{ms^{-1}}$. For random formation,

$$
\frac{R(0)}G=1-\frac{0.2}{2}\left(\frac1{0.22}+\frac1{0.71}\right)=0.4046,
$$

$$
\frac{\Delta R_{\rm sat}}G=
\frac{0.2(0.49)^2}{2(0.22)(0.71)(0.93)}=0.1653 .
$$

Saturation raises pair recombination by 41% relative to its off-resonance value. This large fraction belongs to a model in which all counted events pass through such pairs. Spin-independent recombination would add to the denominator and reduce the fraction.

Let $\omega_1=100\ \mathrm{rad\,ms^{-1}}$ and $\gamma=1000\ \mathrm{ms^{-1}}$. At the line centre with $J=0$, $\Gamma=1000.465\ \mathrm{ms^{-1}}$, so

$$
w=\frac{100^2}{2(1000.465)}=5.00\ \mathrm{ms^{-1}} .
$$

Half saturation needs only $w_{1/2}=0.168\ \mathrm{ms^{-1}}$. The drive therefore reaches 97% of the saturated signal, $\Delta R/G=0.1599$.

To see the field dependence, take $g_a=2.005$, $g_b=2.000$ and a temperature of 5 K. Each polarization at formation is $P_i=\tanh(g_i\mu_BB/2k_BT)$, where up means the thermally favoured direction. Solving the sixteen linear steady-state equations for the density matrix numerically, with no spin-lattice relaxation, gives:

| $B$ (T) | $\Pi$ | $\Delta R/G$ |
|---|---:|---:|
| 0.1 | 0.000181 | 0.1600 |
| 0.3 | 0.00163 | 0.1604 |
| 1.0 | 0.0179 | 0.1653 |

The polarization product grows by a factor of about 99, while the signal grows by about 3%. The boxed formula explains the rise: at 1 T its polarization factor is $1+0.0179(0.93/0.49)=1.034$. Between 0.1 and 0.3 T the logarithmic slope of signal against field is 0.0025, far from 2. The Larmor difference at 0.1 T is $4.4\times10^4\ \mathrm{rad\,ms^{-1}}$, well above $\Gamma$, so the drive is selective for spin $a$.

Spin-lattice relaxation changes this result because it competes with the selection made by loss. Let $u_i=1/(2T_{1i})$ be the unpolarized flip rate of spin $i$ in either direction, and $u=u_a+u_b$. At zero polarization, relaxation transfers pairs between the classes just as the drive does. The drive therefore changes the total flip rate from $u$ to $u+w$:

$$
\Delta R_u=R(u+w)-R(u)
=\frac{Gd\Delta^2w}
{2(K_pK_a+uS)[K_pK_a+(u+w)S]} .
$$

With $u=1\ \mathrm{ms^{-1}}$ and the same $w$, the signal falls from $0.1599G$ to $0.0193G$. Relaxation has already removed most of the surplus that resonance would convert.

When $u_a$ and $u_b$ are each much larger than the loss rates, a small thermal correlation can matter more than the surplus left by loss. Define $c=(N_p-N_a)/(N_p+N_a)$, and let $m_a$ and $m_b$ be the mean spin directions, each between $-1$ and 1. Spin $i$ flips thermally at rate $u_i(1-\sigma_iP_i)$ from direction $\sigma_i=\pm1$. Averaging the change of $\sigma_a\sigma_b$ in a flip, and using $\sigma_i^2=1$, gives at leading order

$$
0=-2(u+w)c+2u_aP_am_b+2u_bP_bm_a+\frac{\Delta}{2}.
$$

The last term comes from loss: nearly equal populations gain parallel excess at the rate $(K_a-K_p)/2$ per pair. Formation and the remaining loss terms are smaller than the thermal terms by the ratio of loss rate to $u$. At the same order, $m_b=P_b$, while the driven spin obeys $-2u_a(m_a-P_a)-2wm_a=0$, or $m_a=P_au_a/(u_a+w)$. The thermal terms then combine as

$$
u_a\Pi+\frac{u_bu_a\Pi}{u_a+w}
=\frac{u_a\Pi(u+w)}{u_a+w},
$$

and therefore

$$
c(w)=\frac{\Pi u_a}{u_a+w}+\frac{\Delta}{4(u+w)} .
$$

The mean loss rate is $K_p(1+c)/2+K_a(1-c)/2=(S-c\Delta)/2$. Balance of formation and loss gives

$$
R=G-\frac{2Gd}{S-c\Delta}
\simeq G-\frac{2Gd}{S}\left(1+\frac{c\Delta}{S}\right).
$$

The resonant change is proportional to $c(0)-c(w)$:

$$
\Delta R\simeq\frac{2Gd\Delta}{S^2}
\left[\frac{\Pi w}{u_a+w}+\frac{\Delta w}{4u(u+w)}\right].
$$

The first term is the field-squared signal and the second is what remains of the field-independent signal. Faster relaxation suppresses the second more strongly. For $u_a=u_b=u/2$ and $w\ll u$, the bracket becomes $2\Pi w/u+\Delta w/(4u^2)$. Its terms are equal at

$$
u_*=\frac{\Delta}{8\Pi}.
$$

At 5 K, take $u=10^5\ \mathrm{ms^{-1}}$, shared equally, and keep $w=5.00\ \mathrm{ms^{-1}}$. A numerical solution of the four population equations gives $\Delta R/G=4.11\times10^{-9}$, $3.69\times10^{-8}$ and $4.13\times10^{-7}$ at 0.1, 0.3 and 1 T. The logarithmic slope between the first two fields is 1.998. In this rate model the quadratic law has returned, but with a signal smaller by many orders of magnitude than without relaxation.

This comparison assumes a selective drive at fixed $w$. Relaxation this fast also broadens the resonance, so a larger $\omega_1$ would be needed. Nor would one $w$ then serve both terms. A flip of $b$ carries the coherence of $a$ to the other orientation of $b$, where the class surplus drives it with the opposite sign. At the line centre the field-independent term therefore has width $\Gamma+u_a+2u_b$, but the thermal term has width $\Gamma+u_a$. At 0.1 T the individual flip rate, $5\times10^4\ \mathrm{ms^{-1}}$, is comparable with the Larmor difference for these $g$ values, and a real drive would also act on spin $b$. The fast-relaxation numbers therefore describe the rate model, not a complete line shape. In the full density matrix with this relaxation, $\omega_1=100\ \mathrm{rad\,ms^{-1}}$ and both spins driven, the slope between 0.1 and 0.3 T is about 2.6 rather than 2.

At 300 K and 0.3 T the same $g$ values give $\Pi=4.523\times10^{-7}$, and

$$
u_*=\frac{0.49}{8(4.523\times10^{-7})}
=1.35\times10^5\ \mathrm{ms^{-1}} .
$$

With equal relaxation of both spins, $T_1=1/u_*$ is about 7 ns, although the pair loss times $1/K_a$ and $1/K_p$ are 1.4 and 4.5 ms. These values assume the same $w$ in both terms; for a coherent drive on spin $a$ alone, the unequal widths noted above lower $u_*$ about threefold. In either case, relaxation much faster than pair loss is not sufficient for a quadratic law; it must also overcome the small value of $\Pi$. These rates are comparable with the Larmor difference at 0.3 T, $1.3\times10^5\ \mathrm{rad\,ms^{-1}}$, so neither estimate of $u_*$ carries over to a drive that also reaches spin $b$: in that case the field-independent and thermal parts have opposite signs at $u=3\times10^5\ \mathrm{ms^{-1}}$.

The opposite difficulty arises when the two spins respond alike. If their Larmor frequencies and drives are identical and there is no local dephasing, the drive rotates the pair as a whole. Such a rotation commutes with $P_S$, as does the exchange term. For random formation the singlet population $p_S$ obeys

$$
\dot p_S=\frac G4-(r_S+d)p_S,
$$

whether the drive is on or off, and the signal is zero. Local dephasing breaks this protection by mixing the singlet with the unpolarized triplet. With $\Delta\omega=0$ and the drive and dephasing used above, the density matrix gives $\Delta R/G=0.1624$. Both spins now flip, and replacing $w$ by $2w$ in the boxed formula gives a close estimate, 0.1626. A small Larmor difference at low field therefore need not remove the signal, provided that dephasing mixes the antiparallel states well within the life of the pair. Without such dephasing, a drive on both spins that is much stronger than a small but nonzero Larmor difference can even make the signal negative, because it suppresses the singlet–triplet mixing that the difference provides off resonance.

Numerical values quoted here were computed with a short program.
